# Exchange interaction of two 1s excitons at rest in two dimensions: a program that tests the result

```python
# Two 1s excitons at rest in 2D (Hartree units), Coulomb V_q = 2 pi/(eps q).
# phi_k = sqrt(8 pi) a (1+k^2 a^2)^(-3/2), a = eps/(2 mu), Eb = 1/(eps a).
# Result under test: first-order energy of the antisymmetrized pair, parallel spins,
#   dE = (g/S)/(1 - 16 pi a^2/(5 S)),  g = A - B = 8 pi (1 - 315 pi^2/4096) Eb a^2,
#   A = 2 int int V phi_k^3 phi_k' = 8 pi,  B = 2 int int V phi_k^2 phi_k'^2 = 315 pi^3/512,
#   direct term V_d(q) = V_q [F(be q) - F(bh q)]^2, F = (1+q^2a^2/4)^(-3/2), b = m/M, zero at q=0.
import numpy as np, sympy as sp
from scipy import integrate, special, linalg, optimize
from scipy.sparse.linalg import LinearOperator, eigsh
from scipy.constants import physical_constants as pc
pi = np.pi
quad = lambda f, lo, hi: integrate.quad(f, lo, hi, epsabs=1e-13, epsrel=1e-11, limit=400)[0]
A_cf, B_cf, s_cf = 8*pi, 315*pi**3/512, 16*pi/5
g_cf = 8*pi*(1 - 315*pi**2/4096)

# ---- 1s state, symbolic
r, mu_s, ep = sp.symbols('r mu eps', positive=True)
ph = sp.exp(-2*mu_s*r/ep)
Hph = -(sp.diff(ph, r, 2) + sp.diff(ph, r)/r)/(2*mu_s) - ph/(ep*r)
assert sp.simplify(Hph/ph + 2*mu_s/ep**2) == 0
G = sp.gamma
assert sp.simplify(4*sp.pi**sp.Rational(3, 2)*G(sp.Rational(9, 2))*G(sp.Rational(5, 2))**2/G(5)
                   - 315*sp.pi**3/512) == 0

# ---- continuum quadratures, units a = Eb = 1
phik = lambda k: np.sqrt(8*pi)*(1 + k*k)**-1.5
for k in (0.3, 1.0, 2.5):
    ft = quad(lambda x: 2*pi*x*np.sqrt(2/pi)*np.exp(-x)*special.j0(k*x), 0, 60)
    assert abs(ft/phik(k) - 1) < 1e-8
    ker = lambda p: p/(2*pi)*4*special.ellipkm1(((k - p)/(k + p))**2)/(k + p)*phik(p)
    conv = quad(ker, 0, k) + quad(ker, k, 2*k) + quad(ker, 2*k, np.inf)
    assert abs(conv/((1 + k*k)*phik(k)) - 1) < 1e-7
for x in (0.5, 2.0):
    f1 = quad(lambda k: k/(2*pi)*phik(k)**2*special.j0(k*x), 0, 200)
    f2 = quad(lambda t: t*np.exp(-t - x*x/(4*t)), 0, 80)
    assert abs(f1 - x*x*special.kv(2, x)/2) < 1e-7 and abs(f1 - f2) < 1e-7
s_num = quad(lambda k: k/(2*pi)*phik(k)**4, 0, np.inf)
assert abs(s_num - s_cf) < 1e-8
B_real = pi*quad(lambda x: x**4*special.kv(2, x)**2, 1e-12, 60)
assert abs(B_real - B_cf) < 1e-8
# double momentum integral, k = tan(th), k' = tan(th2) < k, graded towards the log singularity
xg, wg = np.polynomial.legendre.leggauss(240)
u, wu = (xg + 1)/2, wg/2
th = (pi/2*u)[:, None]
dth = th*((1 - u)**3)[None, :]
th2 = th - dth
wt = (pi/2*wu)[:, None]*th*(3*(1 - u)**2*wu)[None, :]
sp2 = np.sin(th + th2)
meas = 2*wt/(2*pi)**2*4*special.ellipkm1((np.sin(dth)/sp2)**2)*np.sin(th)*np.sin(th2)/sp2 \
    / (np.cos(th)*np.cos(th2))**2
p1, p2 = np.sqrt(8*pi)*np.cos(th)**3, np.sqrt(8*pi)*np.cos(th2)**3
A_num = np.sum(meas*p1*p2*(p1**2 + p2**2))
B_num = np.sum(meas*2*p1**2*p2**2)
g_num = np.sum(meas*p1*p2*(p1 - p2)**2)
assert abs(A_num - A_cf) < 1e-6 and abs(B_num - B_cf) < 1e-6 and abs(g_num - g_cf) < 1e-6
print(f"overlap S<X|D> = {s_num:.6f} a^2")
print(f"A = {A_num:.6f} Eb a^2 ; B = {B_num:.6f} Eb a^2 ; B/A = {B_num/A_num:.6f}")
print(f"g quadrature = {g_num:.6f} Eb a^2 ; closed form = {g_cf:.6f} Eb a^2")
print(f"g*mu = {g_cf/2:.6f} ; g*M for equal masses = {2*g_cf:.4f}")

# ---- direct term
me, mh, eps = 0.1, 0.4, 10.0
M = me + mh; mu = me*mh/M; be, bh = me/M, mh/M
Fq = lambda q: quad(lambda x: 4*x*np.exp(-2*x)*special.j0(q*x), 0, 40)
F = lambda q: (1 + q*q/4)**-1.5
Vd = lambda q, f=F: 2*pi/q*(f(be*q) - f(bh*q))**2
for q in (0.1, 1.0, 4.0):
    assert abs(Vd(q, Fq)/Vd(q) - 1) < 1e-6
c3 = 2*pi*9/64*(bh - be)**2
assert abs(Vd(0.02, Fq)/(c3*0.02**3) - 1) < 1e-3
opt = optimize.minimize_scalar(lambda q: -Vd(q), bounds=(0.5, 10), method='bounded')

# ---- four particles on a 4x4 torus: <H> in real space against the momentum formula
L = 4; N = L*L
pos = np.array([(x, y) for x in range(L) for y in range(L)])
ks = 2*pi*pos/L
lap = lambda k: 4 - 2*np.cos(k[..., 0]) - 2*np.cos(k[..., 1])
Vq = lambda k: 2*pi*3.0/np.sqrt(lap(k) + 0.25)
Vr = np.cos((pos[:, None, :] - pos[None, :, :]) @ ks.T) @ Vq(ks)/N
Vkk = Vq(ks[:, None, :] - ks[None, :, :])/N
Lap = 4.0*np.eye(N)
for i, (x, y) in enumerate(pos):
    for dx, dy in ((1, 0), (-1, 0), (0, 1), (0, -1)):
        Lap[i, ((x + dx) % L)*L + (y + dy) % L] -= 1.0
def exciton(Q, te, tb):
    E, C = linalg.eigh(np.diag(te*lap(ks + Q) + tb*lap(ks)) - Vkk)
    c = C[:, 0]*np.sign(C[:, 0].sum())
    return E[0], c, (np.exp(1j*pos @ (ks + Q).T)*c) @ np.exp(-1j*ks @ pos.T)/N
def pots(V):   # axes: e1, e2, h1, h2
    W = V[:, :, None, None] + V[None, None, :, :] - V[:, None, None, :] - V[None, :, :, None]
    return W, W - V[:, None, :, None] - V[None, :, None, :]
def applyH(p, Ts, U):
    out = U*p
    for ax in range(4):
        out += np.moveaxis(np.tensordot(Ts[ax], p, axes=(1, ax)), 0, ax)
    return out
def anti(p):
    p = p - p.transpose(1, 0, 2, 3)
    return (p - p.transpose(0, 1, 3, 2))/4
te, tb = 1.0, 0.5
EX, c, phi0 = exciton(np.zeros(2), te, tb)
phi0 = phi0.real
assert np.abs(te*Lap @ phi0 + tb*phi0 @ Lap - Vr*phi0 - EX*phi0).max() < 1e-10
gN = 2*(c**3 @ Vkk @ c) - 2*(c**2 @ Vkk @ c**2); sN = np.sum(c**4)
assert gN > 1e-3
W, U = pots(Vr)
D = np.einsum('ac,bd->abcd', phi0, phi0)
assert abs(np.sum(D*W*D)) < 1e-11
qv = np.array([pi/2, 0.0])
def direct(te, tb):
    f0 = exciton(np.zeros(2), te, tb)[2]; fp = exciton(qv, te, tb)[2]; fm = exciton(-qv, te, tb)[2]
    amp = np.sum(np.conj(np.einsum('ac,bd->abcd', fp, fm))*W*np.einsum('ac,bd->abcd', f0, f0))
    w = np.exp(1j*pos @ qv)
    r1 = np.sum(np.conj(fp)*(w[:, None] - w[None, :])*f0)
    r2 = np.sum(np.conj(fm)*np.conj(w[:, None] - w[None, :])*f0)
    return amp, Vq(qv)/N*r1*r2
d1, d2 = direct(te, tb)
assert abs(d1 - d2) < 1e-11 and abs(d1) > 1e-7
assert abs(direct(1.0, 1.0)[0]) < 1e-11
print(f"lattice: E_X = {EX:.6f} Ha ; g/S = {gN:.6f} Ha ; s = {sN:.6f}")
print(f"lattice: |direct| at q=(pi/2,0), unequal masses = {abs(d1):.3e} Ha")
uu = np.array([[1., 0], [0, 0]]); ud = np.array([[0, 1.], [0, 0]])
sing, trip = ud - ud.T, ud + ud.T
Tsp = [np.kron(t*Lap, np.eye(2)) for t in (te, te, tb, tb)]
Usp = pots(np.kron(Vr, np.ones((2, 2))))[1]
state = lambda xe, xh: anti(np.einsum('abcd,ij,kl->aibjckdl', D, xe, xh).reshape((2*N,)*4))
for name, xe, xh, pred in (("parallel", uu, uu, gN/(1 - sN)), ("shared e spin", uu, ud, gN/(1 - sN)),
                           ("both opposite", ud, ud, 0.0), ("triplet-triplet", trip, trip, gN/(1 - sN)),
                           ("singlet-singlet", sing, sing, -gN/(1 + sN))):
    p = state(xe, xh)
    dE = np.sum(p*applyH(p, Tsp, Usp))/np.sum(p*p) - 2*EX
    assert abs(dE - pred) < 1e-9
    print(f"lattice dE {name} = {round(dE, 9) + 0.0:.6f} Ha")
assert np.abs(state(sing, trip)).max() < 1e-14
Ts = [t*Lap for t in (te, te, tb, tb)]
def mv(v):
    v = v.reshape((N,)*4); y = anti(v)
    return (anti(applyH(y, Ts, U)) + 50*(v - y)).ravel()
E0 = eigsh(LinearOperator((N**4, N**4), matvec=mv, dtype=float), k=1, which='SA',
           v0=anti(D).ravel(), tol=1e-8)[0][0]
assert E0 - 2*EX < gN/(1 - sN) - 1e-6
print(f"lattice Lanczos dE parallel = {E0 - 2*EX:.6f} Ha")

# ---- exciton in a Gaussian basis, no closed-form wave function
al = 2e-7*2.0**np.arange(32)
xs = np.linspace(np.log(1e-7), np.log(1e5), 2500); hx = xs[1] - xs[0]; rs = np.exp(xs)
def gauss_g(mu, Vgrid):
    P = al[:, None] + al[None, :]; ab = al[:, None]*al[None, :]; nrm = np.sqrt(2*al/pi)
    nn = nrm[:, None]*nrm[None, :]
    Vm = np.exp(-P[..., None]*rs**2) @ (2*pi*rs**2*Vgrid*hx)
    E, C = linalg.eigh(nn*(2*ab*pi/(mu*P**2) - Vm), nn*pi/P)
    cc = C[:, 0]*nrm; kk = 1/rs
    pk = (cc*pi/al) @ np.exp(-kk[None, :]**2/(4*al[:, None]))
    A = 2*np.sum(kk**2/(2*pi)*(kk**2/(2*mu) - E[0])*pk**4)*hx
    f = np.einsum('ij,ijr->r', cc[:, None]*cc[None, :]*pi/P, np.exp(-(ab/P)[..., None]*rs**2))
    return -E[0], A - 2*np.sum(2*pi*rs**2*Vgrid*f**2)*hx
for e in (5.0, 10.0):
    Eg, gg = gauss_g(mu, 1/(e*rs))
    assert abs(Eg/(2*mu/e**2) - 1) < 1e-4 and abs(gg*mu/(g_cf/2) - 1) < 2e-3
    print(f"Gaussian basis eps={e:.0f}: Eb = {Eg:.5e} Ha ; g*mu = {gg*mu:.3f}")
r0 = 250.0; z = rs/r0; zs = np.minimum(z, 40.0); zl = np.maximum(z, 40.0)
HY = np.where(z < 40, special.struve(0, zs) - special.y0(zs), 2/(pi*zl)*(1 - zl**-2 + 9*zl**-4))
Ek, gk = gauss_g(mu, pi/(2*eps*r0)*HY)
assert 0 < gk*mu < 0.9*g_cf/2
print(f"Keldysh r0 = {r0:.0f} bohr, eps={eps:.0f}: Eb = {Ek:.4e} Ha ; g*mu = {gk*mu:.3f}")

# ---- worked example
Ha, a0 = pc['Hartree energy in eV'][0], pc['Bohr radius'][0]
a, Eb = eps/(2*mu), 2*mu/eps**2
g = g_cf*Eb*a*a
n_cm = 1e10; n = n_cm*1e4*a0**2
print(f"me = {me} ; mh = {mh} ; M = {M:.2f} ; mu = {mu:.3f} (m0) ; eps = {eps:.0f}")
print(f"beta_e = {be:.2f} ; beta_h = {bh:.2f}")
print(f"a = {a:.2f} bohr = {a*a0*1e9:.3f} nm")
print(f"Eb = {Eb:.5f} Ha = {Eb*Ha*1e3:.2f} meV ; Eb a^2 = {Eb*a*a:.3f} Ha bohr^2")
print(f"A = {A_cf*Eb*a*a:.2f} ; B = {B_cf*Eb*a*a:.2f} Ha bohr^2")
print(f"g = {g:.3f} Ha bohr^2 = {g*Ha*1e6*(a0*1e6)**2:.3f} ueV um^2")
print(f"n = {n_cm:.0e} cm^-2 = {n:.4e} bohr^-2 ; n a^2 = {n*a*a:.3e}")
print(f"g n = {g*n:.4e} Ha = {g*n*Ha*1e3:.3f} meV ; g n/Eb = {g*n/Eb:.3e}")
print(f"small-q law: V_d = {c3:.4f} (qa)^3 Eb a^2")
for q in (0.1, 0.5, 1.0):
    print(f"V_d(qa={q}) = {Vd(q):.4e} Eb a^2")
print(f"max V_d = {-opt.fun:.4f} Eb a^2 at qa = {opt.x:.3f}")
print(f"g*M = {g*M:.3f}")

# ---- soft disc of radius R with integrated strength g: s-wave K matrix over its Born value
R = 2.0
def K_over_g(gM, k):
    w = gM/(pi*R*R) - k*k
    sol = integrate.solve_ivp(lambda x, y: [y[1], w*y[0] - y[1]/x], (1e-6, R), [1.0, w*5e-7],
                              rtol=1e-11, atol=1e-14)
    Lg = sol.y[1, -1]/sol.y[0, -1]
    tan = (k*special.j1(k*R) + Lg*special.j0(k*R))/(k*special.y1(k*R) + Lg*special.y0(k*R))
    return -4*tan/gM
assert abs(K_over_g(1e-4, 0.01) - 1) < 1e-3
kap = np.sqrt(g*M/(pi*R*R))
a_s = R*np.exp(-special.i0(kap*R)/(kap*R*special.i1(kap*R)))
logK = -2*pi/(g*M)/(np.log(1e-3*a_s/2) + np.euler_gamma)
assert abs(K_over_g(g*M, 1e-3)/logK - 1) < 1e-3
rat = [K_over_g(g*M, k) for k in (0.1, 1e-2, 1e-3)]
assert 1 > rat[0] > rat[1] > rat[2] > 0
print(f"disc R = {R:.0f} a: scattering length a_s = {a_s:.4f} a")
print(f"K/g at ka = 0.1, 0.01, 0.001: {rat[0]:.4f}, {rat[1]:.4f}, {rat[2]:.4f}")
print("success")
```

It prints:

```
overlap S<X|D> = 10.053096 a^2
A = 25.132741 Eb a^2 ; B = 19.076127 Eb a^2 ; B/A = 0.759015
g quadrature = 6.056614 Eb a^2 ; closed form = 6.056614 Eb a^2
g*mu = 3.028307 ; g*M for equal masses = 12.1132
lattice: E_X = -6.307277 Ha ; g/S = 0.194201 Ha ; s = 0.114550
lattice: |direct| at q=(pi/2,0), unequal masses = 5.884e-04 Ha
lattice dE parallel = 0.219325 Ha
lattice dE shared e spin = 0.219325 Ha
lattice dE both opposite = 0.000000 Ha
lattice dE triplet-triplet = 0.219325 Ha
lattice dE singlet-singlet = -0.174242 Ha
lattice Lanczos dE parallel = 0.151924 Ha
Gaussian basis eps=5: Eb = 6.40000e-03 Ha ; g*mu = 3.028
Gaussian basis eps=10: Eb = 1.60000e-03 Ha ; g*mu = 3.028
Keldysh r0 = 250 bohr, eps=10: Eb = 2.9970e-04 Ha ; g*mu = 2.640
me = 0.1 ; mh = 0.4 ; M = 0.50 ; mu = 0.080 (m0) ; eps = 10
beta_e = 0.20 ; beta_h = 0.80
a = 62.50 bohr = 3.307 nm
Eb = 0.00160 Ha = 43.54 meV ; Eb a^2 = 6.250 Ha bohr^2
A = 157.08 ; B = 119.23 Ha bohr^2
g = 37.854 Ha bohr^2 = 2.884 ueV um^2
n = 1e+10 cm^-2 = 2.8003e-07 bohr^-2 ; n a^2 = 1.094e-03
g n = 1.0600e-05 Ha = 0.288 meV ; g n/Eb = 6.625e-03
small-q law: V_d = 0.3181 (qa)^3 Eb a^2
V_d(qa=0.1) = 3.1674e-04 Eb a^2
V_d(qa=0.5) = 3.5828e-02 Eb a^2
V_d(qa=1.0) = 2.1452e-01 Eb a^2
max V_d = 0.8012 Eb a^2 at qa = 2.799
g*M = 18.927
disc R = 2 a: scattering length a_s = 1.1701 a
K/g at ka = 0.1, 0.01, 0.001: 0.1470, 0.0727, 0.0483
success
```
